# Reversible RESPA as Slow Impulses Around an Inner Verlet Loop: test program

```python
"""Reversible RESPA: the nested symmetric product
  exp(T Ks/2) [exp(t Kf/2) exp(t D) exp(t Kf/2)]^n exp(T Ks/2),  T = n t,
equals half a slow impulse, n velocity-Verlet steps with the fast force, and
half a slow impulse.  D: drift generator (p/m) d/dx; Kf, Ks: kick generators
F d/dp of the fast and slow force; T, t: outer and inner time step.
Example: H2 bond stretch, 6-31G; fast = Hartree-Fock force, slow = correlation
force (full CI minus Hartree-Fock).  r: bond length, p: relative momentum.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Chebyshev
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto, scf, fci, ao2mo


def inner_verlet(r, p, inner, n, mass, fast):
    for _ in range(n):
        p = p + inner / 2 * fast(r)
        r = r + inner * p / mass
        p = p + inner / 2 * fast(r)
    return r, p


def respa_step(r, p, outer, n, mass, fast, slow):
    p = p + outer / 2 * slow(r)
    r, p = inner_verlet(r, p, outer / n, n, mass, fast)
    return r, p + outer / 2 * slow(r)


# --- Operator product, summed as terminating series in exact arithmetic ---
X, P = sp.symbols("x p")
toy_mass = sp.Rational(3, 2)


def toy_fast(x):
    return -2 * x + x**2


def toy_slow(x):
    return sp.Rational(1, 5) - x**2 / 3


def drift(g):
    return P / toy_mass * sp.diff(g, X)


def kick_fast(g):
    return toy_fast(X) * sp.diff(g, P)


def kick_slow(g):
    return toy_slow(X) * sp.diff(g, P)


def apply_product(factors, g):
    """Act on g with exp(tau*generator) factors, the rightmost one first."""
    for generator, tau in reversed(factors):
        term, total, order = g, g, 1
        while term != 0:
            term = sp.expand(generator(term) * tau / order)
            total, order = total + term, order + 1
        g = sp.expand(total)
    return g


toy_outer, toy_n = sp.Rational(1, 2), 2
toy_inner = toy_outer / toy_n
verlet_factors = [(kick_fast, toy_inner / 2), (drift, toy_inner),
                  (kick_fast, toy_inner / 2)]
half_slow = [(kick_slow, toy_outer / 2)]
product = half_slow + verlet_factors * toy_n + half_slow
x_start, p_start = sp.Rational(3, 10), sp.Rational(-2, 5)
at_start = {X: x_start, P: p_start}
operator_x = apply_product(product, X).subs(at_start)
operator_p = apply_product(product, P).subs(at_start)
loop_x, loop_p = respa_step(x_start, p_start, toy_outer, toy_n, toy_mass,
                            toy_fast, toy_slow)
assert operator_x == loop_x and operator_p == loop_p
# The leftmost factor moves the phase-space point first: kick, then drift.
ordered = apply_product([(kick_slow, toy_outer), (drift, toy_outer)], X)
kick_then_drift = X + toy_outer / toy_mass * (P + toy_outer * toy_slow(X))
assert sp.expand(ordered - kick_then_drift) == 0

# --- Potential curves of H2 from electronic-structure calculations ---
bohr = const.physical_constants["atomic unit of length"][0]
hartree = const.physical_constants["Hartree energy"][0]
mass = const.m_p / 2
fs, pm = 1e-15, 1e-12


def energies(distance_bohr):
    """Hartree-Fock energy and correlation energy, in hartree."""
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, float(distance_bohr))]],
                basis="6-31g", unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    e_hf = mf.kernel()
    assert mf.converged
    c = mf.mo_coeff
    h1 = c.T @ mf.get_hcore() @ c
    eri = ao2mo.kernel(mol, c)
    e_ci = fci.direct_spin1.kernel(h1, eri, c.shape[1], (1, 1),
                                   ecore=mol.energy_nuc())[0]
    return e_hf, e_ci - e_hf


r_low, r_high, n_nodes = 55 * pm, 105 * pm, 15
angles = np.pi * (np.arange(n_nodes) + 0.5) / n_nodes
nodes = (r_low + r_high) / 2 + (r_high - r_low) / 2 * np.cos(angles)
table = np.array([energies(r / bohr) for r in nodes]) * hartree
V_fast, V_slow = [Chebyshev.fit(nodes, table[:, k], n_nodes - 1,
                                domain=[r_low, r_high]) for k in (0, 1)]
dV_fast, dV_slow = V_fast.deriv(), V_slow.deriv()
ddV_fast, ddV_slow = V_fast.deriv(2), V_slow.deriv(2)


def fast(r):
    return -dV_fast(r)


def slow(r):
    return -dV_slow(r)


def full(r):
    return fast(r) + slow(r)


def no_force(r):
    return 0.0 * r


# Interpolated forces against differences of fresh energies off the nodes.
r_probe, h = 71 * pm, 5e-4
difference = (np.array(energies(r_probe / bohr + h))
              - np.array(energies(r_probe / bohr - h))) / (2 * h)
interpolated = -np.array([fast(r_probe), slow(r_probe)]) * bohr / hartree
assert np.max(np.abs(difference - interpolated)) < 5e-7

# --- Trajectories ---
r0, p0 = 85 * pm, 0.0
outer, n = 0.5 * fs, 5
inner = outer / n


def run(outer, n, steps, fast_force, slow_force, r=r0, p=p0):
    path = [(r, p)]
    for _ in range(steps):
        r, p = respa_step(r, p, outer, n, mass, fast_force, slow_force)
        path.append((r, p))
    return np.array(path).T


def energy(r, p):
    return p**2 / (2 * mass) + V_fast(r) + V_slow(r)


def shadow_energy(r, p, outer, n):
    gf, gs = dV_fast(r), dV_slow(r)
    slow_part = (p**2 * ddV_slow(r) / (12 * mass**2)
                 - gf * gs / (12 * mass) - gs**2 / (24 * mass))
    fast_part = p**2 * ddV_fast(r) / (12 * mass**2) - gf**2 / (24 * mass)
    return energy(r, p) + outer**2 * slow_part + (outer / n)**2 * fast_part


# One Stoermer recursion with the slow force multiplied by n on every n-th step.
stoermer_gap = 0.0
for n_test in (1, 5):
    steps, small = 40, outer / n_test
    reference = run(outer, n_test, steps, fast, slow)[0]
    previous = r0
    current = r0 + small**2 / (2 * mass) * (fast(r0) + n_test * slow(r0))
    positions = [previous, current]
    for j in range(1, steps * n_test):
        force = fast(current)
        if j % n_test == 0:
            force = force + n_test * slow(current)
        previous, current = (current, 2 * current - previous
                             + small**2 / mass * force)
        positions.append(current)
    gap = np.max(np.abs(np.array(positions)[::n_test] - reference))
    stoermer_gap = max(stoermer_gap, gap)
assert stoermer_gap < 1e-9 * r0


# Continuous motion with the slow force delivered in narrow finite pulses.
def runge_kutta(r, p, duration, force, steps=40):
    dt = duration / steps
    y = np.array([r, p])

    def rate(y):
        return np.array([y[1] / mass, force(y[0])])
    for _ in range(steps):
        a = rate(y)
        b = rate(y + dt / 2 * a)
        c = rate(y + dt / 2 * b)
        d = rate(y + dt * c)
        y = y + dt / 6 * (a + 2 * b + 2 * c + d)
    return y[0], y[1]


def pulsed_motion(width, steps):
    def boosted(r):
        return fast(r) + slow(r) * outer / width
    r, p = runge_kutta(r0, p0, width / 2, boosted)
    for k in range(steps):
        r, p = runge_kutta(r, p, outer - width, fast)
        last = k == steps - 1
        r, p = runge_kutta(r, p, width / 2 if last else width, boosted)
    return r


pulse_width = 0.02 * outer
r_impulse = run(outer, 400, 4, fast, slow)[0, -1]
r_wide = pulsed_motion(pulse_width, 4)
r_narrow = pulsed_motion(pulse_width / 2, 4)
gap_wide, gap_narrow = abs(r_wide - r_impulse), abs(r_narrow - r_impulse)
gap_limit = abs(2 * r_narrow - r_wide - r_impulse)
assert gap_narrow < 0.6 * gap_wide and gap_limit < 0.05 * gap_wide

# --- Equilibrium, curvatures and the fast frequency ---
r_eq = brentq(full, 65 * pm, 84 * pm, xtol=1e-20)
k_fast, k_slow = ddV_fast(r_eq), ddV_slow(r_eq)
omega = np.sqrt(k_fast / mass)


# --- Reversibility and phase-space area ---
def lopsided_step(r, p):
    p = p + outer * slow(r)
    return inner_verlet(r, p, inner, n, mass, fast)


def symmetric_step(r, p):
    return respa_step(r, p, outer, n, mass, fast, slow)


def return_error(step, count=200):
    r, p = r0, p0
    for _ in range(2):
        for _ in range(count):
            r, p = step(r, p)
        p = -p
    return np.hypot(r - r0, (p - p0) / (mass * omega))


miss_symmetric = return_error(symmetric_step)
miss_lopsided = return_error(lopsided_step)
assert miss_symmetric < 1e-9 * r0 and miss_lopsided > 1e-4 * r0


def area_factor(step, count=10):
    dr = 1e-14
    dp = mass * omega * dr
    columns = []
    for a, b in ((dr, 0.0), (0.0, dp)):
        ends = []
        for sign in (1, -1):
            r, p = r0 + sign * a, p0 + sign * b
            for _ in range(count):
                r, p = step(r, p)
            ends.append(np.array([r / dr, p / dp]))
        columns.append((ends[0] - ends[1]) / 2)
    return np.linalg.det(np.array(columns).T)


area_symmetric = area_factor(symmetric_step)
assert abs(area_symmetric - 1) < 1e-6
assert abs(area_factor(lopsided_step) - 1) < 1e-6

# --- Order of the error: H to second order, shadow energy to fourth ---
total_time = 100 * fs
spread = []
for step_length in (0.2 * fs, 0.1 * fs):
    r, p = run(step_length, n, round(total_time / step_length), fast, slow)
    spread.append((np.std(energy(r, p)),
                   np.std(shadow_energy(r, p, step_length, n))))
ratio_H = spread[0][0] / spread[1][0]
ratio_shadow = spread[0][1] / spread[1][1]
assert abs(ratio_H / 4 - 1) < 0.1
assert abs(ratio_shadow / 16 - 1) < 0.2

# --- Comparison with ordinary Verlet ---
outer_steps, inner_steps = round(total_time / outer), round(total_time / inner)
r_path, p_path = run(outer, n, outer_steps, fast, slow)
assert r_low < r_path.min() and r_path.max() < r_high
rms_respa = np.std(energy(r_path, p_path))
rms_coarse = np.std(energy(*run(outer, 1, outer_steps, full, no_force)))
rms_fine = np.std(energy(*run(inner, 1, inner_steps, full, no_force)))
assert rms_respa < rms_coarse


# --- Resonance for linear forces ---
def step_matrix(outer, n):
    def linear_fast(r):
        return -k_fast * r

    def linear_slow(r):
        return -k_slow * r
    scale = mass * omega
    columns = []
    for r, p in ((1.0, 0.0), (0.0, scale)):
        r, p = respa_step(r, p, outer, n, mass, linear_fast, linear_slow)
        columns.append((r, p / scale))
    return np.array(columns).T


def half_trace(outer, n):
    phi = 2 * np.arcsin(omega * outer / n / 2)
    return (np.cos(n * phi) - k_slow * outer * np.sin(n * phi)
            / (2 * mass * omega * np.cos(phi / 2)))


def growth(outer, n):
    return np.max(np.abs(np.linalg.eigvals(step_matrix(outer, n))))


half_period = np.pi / omega
outer_resonant = (np.pi - np.pi * k_slow / (2 * k_fast)) / omega
for step_length, count in ((outer, n), (outer_resonant, 40),
                           (outer_resonant, 400)):
    trace = np.trace(step_matrix(step_length, count)) / 2
    assert abs(trace - half_trace(step_length, count)) < 1e-9
assert abs(growth(outer, n) - 1) < 1e-9
growths = []
for count in (40, 400):
    value = abs(half_trace(outer_resonant, count))
    assert value > 1
    growths.append(value + np.sqrt(value**2 - 1))
    assert abs(growths[-1] - growth(outer_resonant, count)) < 1e-7
verlet_limit = 2 / np.sqrt((k_fast + k_slow) / mass)
assert abs(growth(0.99 * verlet_limit, 1) - 1) < 1e-9
assert growth(1.01 * verlet_limit, 1) > 1.01

# --- Printed numbers ---
print(f"operator product and loop, exact test: x = {loop_x}")
print(f"reduced mass: {mass:.6e} kg")
print(f"outer step: {outer/fs:.3f} fs, inner step: {inner/fs:.3f} fs, n = {n}")
print(f"full-CI equilibrium bond length: {r_eq/pm:.3f} pm")
print(f"fast curvature at equilibrium: {k_fast:.3f} N/m")
print(f"slow curvature at equilibrium: {k_slow:.3f} N/m")
print(f"slow force at equilibrium: {slow(r_eq)*1e9:.4f} nN")
print("One outer step")
print(f"start: r = {r0/pm:.4f} pm, p = {p0:.4e} kg m/s")
print(f"fast force at start: {fast(r0)*1e9:.4f} nN")
print(f"slow force at start: {slow(r0)*1e9:.4f} nN")
r, p = r0, p0 + outer / 2 * slow(r0)
print(f"after first slow half impulse: p = {p:.5e} kg m/s")
for j in range(n):
    r, p = inner_verlet(r, p, inner, 1, mass, fast)
    print(f"after inner step {j+1}: r = {r/pm:.4f} pm, p = {p:.5e} kg m/s")
print(f"slow force at new position: {slow(r)*1e9:.4f} nN")
p = p + outer / 2 * slow(r)
print(f"after last slow half impulse: p = {p:.5e} kg m/s")
assert np.allclose([r / r_path[1], p / p_path[1]], 1, rtol=1e-12, atol=0)
print("Tests of the structure")
print(f"largest gap to Stoermer recursion: {stoermer_gap/pm:.1e} pm")
print(f"pulse width: {pulse_width/fs:.4f} fs, gap: {gap_wide/pm:.3e} pm")
print(f"half that width, gap: {gap_narrow/pm:.3e} pm")
print(f"extrapolated to zero width, gap: {gap_limit/pm:.1e} pm")
print(f"return error, symmetric product: {miss_symmetric/pm:.1e} pm")
print(f"return error, lopsided product: {miss_lopsided/pm:.3f} pm")
print(f"phase-space area factor minus one: {area_symmetric-1:.1e}")
for label, (s_H, s_shadow) in zip(("0.2", "0.1"), spread):
    print(f"outer step {label} fs: rms of H {s_H:.3e} J, "
          f"of shadow energy {s_shadow:.3e} J")
print(f"ratios on halving: H {ratio_H:.3f}, shadow {ratio_shadow:.3f}")
print(f"Run of {total_time/fs:.0f} fs")
print(f"bond length range: {r_path.min()/pm:.2f} to {r_path.max()/pm:.2f} pm")
print(f"rms energy error, RESPA: {rms_respa:.3e} J"
      f" = {rms_respa/const.e*1e3:.3f} meV")
print(f"rms energy error, Verlet at outer step: {rms_coarse:.3e} J")
print(f"rms energy error, Verlet at inner step: {rms_fine:.3e} J")
print(f"RESPA / Verlet at outer step: {rms_respa/rms_coarse:.3f}")
print(f"RESPA / Verlet at inner step: {rms_respa/rms_fine:.3f}")
print(f"slow-force evaluations, RESPA: {outer_steps+1}")
print(f"slow-force evaluations, Verlet at inner step: {inner_steps+1}")
print("Resonance, linear forces")
print(f"half period of the fast motion: {half_period/fs:.4f} fs")
print(f"Verlet stability limit, full force: {verlet_limit/fs:.4f} fs")
print(f"half trace at the 0.5 fs outer step: {half_trace(outer, n):.5f}")
print(f"resonant outer step: {outer_resonant/fs:.4f} fs")
print(f"half trace there, n = 40: {half_trace(outer_resonant, 40):.6f}")
print(f"growth per outer step, n = 40: {growths[0]:.5f}")
print(f"growth per outer step, n = 400: {growths[1]:.5f}")
print("every check passed")
```

Output:

```
operator product and loop, exact test: x = 78871009/552960000
reduced mass: 8.363110e-28 kg
outer step: 0.500 fs, inner step: 0.100 fs, n = 5
full-CI equilibrium bond length: 74.620 pm
fast curvature at equilibrium: 576.719 N/m
slow curvature at equilibrium: -10.495 N/m
slow force at equilibrium: 0.9878 nN
One outer step
start: r = 85.0000 pm, p = 0.0000e+00 kg m/s
fast force at start: -5.3262 nN
slow force at start: 1.1316 nN
after first slow half impulse: p = 2.82896e-25 kg m/s
after inner step 1: r = 85.0020 pm, p = -2.49750e-25 kg m/s
after inner step 2: r = 84.9403 pm, p = -7.81529e-25 kg m/s
after inner step 3: r = 84.8151 pm, p = -1.31059e-24 kg m/s
after inner step 4: r = 84.6269 pm, p = -1.83504e-24 kg m/s
after inner step 5: r = 84.3762 pm, p = -2.35295e-24 kg m/s
slow force at new position: 1.1210 nN
after last slow half impulse: p = -2.07269e-24 kg m/s
Tests of the structure
largest gap to Stoermer recursion: 4.3e-13 pm
pulse width: 0.0100 fs, gap: 4.830e-04 pm
half that width, gap: 2.425e-04 pm
extrapolated to zero width, gap: 2.0e-06 pm
return error, symmetric product: 3.4e-13 pm
return error, lopsided product: 1.600 pm
phase-space area factor minus one: -1.3e-08
outer step 0.2 fs: rms of H 1.429e-23 J, of shadow energy 7.327e-27 J
outer step 0.1 fs: rms of H 3.569e-24 J, of shadow energy 4.572e-28 J
ratios on halving: H 4.003, shadow 16.025
Run of 100 fs
bond length range: 66.16 to 85.00 pm
rms energy error, RESPA: 8.983e-23 J = 0.561 meV
rms energy error, Verlet at outer step: 3.785e-22 J
rms energy error, Verlet at inner step: 1.503e-23 J
RESPA / Verlet at outer step: 0.237
RESPA / Verlet at inner step: 5.976
slow-force evaluations, RESPA: 201
slow-force evaluations, Verlet at inner step: 1001
Resonance, linear forces
half period of the fast motion: 3.7831 fs
Verlet stability limit, full force: 2.4306 fs
half trace at the 0.5 fs outer step: 0.91651
resonant outer step: 3.8176 fs
half trace there, n = 40: -1.000416
growth per outer step, n = 40: 1.02928
growth per outer step, n = 400: 1.02926
every check passed
```
